# Why the Helium 2³P Fine Structure Is Inverted

The 1s2p triplet of helium has its \(J=0\) level highest and its \(J=2\) level lowest. The measured gaps are about 30 GHz for \(E_0-E_1\) and 2.3 GHz for \(E_1-E_2\). For definiteness the comparisons below use 29.6 and 2.29 GHz as assumed target values, which are inputs to the program. Nuclear spin-orbit coupling alone would give the opposite order. Spin-other-orbit coupling reverses it; spin-spin coupling then widens the upper gap and narrows the lower one.

A screened product wave function with charges 2 for 1s and 1 for 2p gives the right order, with gaps of 23.2 and 3.3 GHz. Charges chosen by minimizing the energy give 29.3 and 4.6 GHz. The model thus explains the inversion and the unequal gaps, but it does not predict the small gap quantitatively.

## The three interactions

Atomic units are used in the algebra, with \(\mathbf r_{ij}=\mathbf r_i-\mathbf r_j\), \(\mathbf n=\mathbf r_{12}/r_{12}\), nuclear charge \(Z=2\), a fixed point nucleus and spin \(g\)-factor 2.

An electron with potential energy \(V\) has the spin-orbit energy \((\alpha^2/2)\,\mathbf s\cdot(\nabla V\times\mathbf p)\), including the Thomas factor 1/2. For the nucleus, \(V=-Z/r\) and \(\nabla V=Z\mathbf r/r^3\), so the coupling is positive. For the other electron, \(V=1/r_{ij}\) and \(\nabla_iV=-\mathbf r_{ij}/r_{ij}^3\), so the sign is reversed: this is screening.

The other electron's motion also produces a magnetic field. This part depends on \(-\mathbf p_j\) and carries no Thomas reduction, so its energy is
\[
\alpha^2\mathbf s_i\cdot(\nabla_iV\times(-\mathbf p_j))
=\alpha^2\mathbf s_i\cdot(\mathbf r_{ij}\times\mathbf p_j)/r_{ij}^3 .
\]
Exchanging the labels turns \(\mathbf r_{ij}\) into \(-\mathbf r_{ij}\) and gives \(-\alpha^2\mathbf s_j\cdot(\mathbf r_{ij}\times\mathbf p_i)/r_{ij}^3\). With the dipole energy of the two spin moments \(-\alpha\mathbf s_i\), the spin-dependent Breit-Pauli Hamiltonian is
\[
\begin{aligned}
H={}&\frac{\alpha^2}{2}\sum_i\frac{Z\,\mathbf l_i\cdot\mathbf s_i}{r_i^3}
-\frac{\alpha^2}{2}\sum_{i\ne j}\frac{(\mathbf r_{ij}\times\mathbf p_i)\cdot(\mathbf s_i+2\mathbf s_j)}{r_{ij}^3}\\
&+\alpha^2\frac{\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)}{r_{12}^3}.
\end{aligned}
\]
The spin contact term is absent because a triplet spatial function vanishes at \(\mathbf r_1=\mathbf r_2\). Spin-independent relativistic terms shift all three levels equally in first order.

## Two constants fix both gaps

Write \(\mathbf s_{1,2}=\mathbf S/2\pm(\mathbf s_1-\mathbf s_2)/2\). The difference is odd under exchange of the spins, while triplet spin functions are even. Its matrix elements between triplets therefore vanish, and each \(\mathbf s_i\) acts as \(\mathbf S/2\).

Within \(L=1\), every orbital vector operator is proportional to \(\mathbf L\). The first two interactions thus become \(A\,\mathbf L\cdot\mathbf S\), where
\[
\mathbf L\cdot\mathbf S=\tfrac12[J(J+1)-4]=-2,\,-1,\,1
\quad(J=0,1,2).
\]

For the spin-spin term, \(\mathbf s_1\cdot\mathbf s_2=1/4\) in a triplet. Squaring \(\mathbf S\cdot\mathbf n\) gives \((\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)=[(\mathbf S\cdot\mathbf n)^2-1/2]/2\). The numerator is therefore
\[
\tfrac14-\tfrac32(\mathbf S\cdot\mathbf n)^2+\tfrac34
=1-\tfrac32(\mathbf S\cdot\mathbf n)^2 .
\]

Its angular factors follow from the case where the 1s electron sits at the nucleus and \(\mathbf n\) is, up to sign, the direction of the 2p electron. Represent a triplet spin state by a vector \(\mathbf v\), on which \((\mathbf S\cdot\mathbf n)\mathbf v=i\mathbf n\times\mathbf v\). Then \((\mathbf S\cdot\mathbf n)^2\mathbf v=\mathbf v-\mathbf n(\mathbf n\cdot\mathbf v)\), and the numerator acts as \(-\tfrac12\mathbf v+\tfrac32\mathbf n(\mathbf n\cdot\mathbf v)\).

- For \(J=0\), \(\mathbf v=\mathbf n\), which gives 1.
- For \(J=1\), \(\mathbf v=\mathbf d\times\mathbf n\) with constant \(\mathbf d\). It is perpendicular to \(\mathbf n\), which gives \(-1/2\).
- For \(J=2\), \(v_i=M_{ij}n_j\) with \(M\) real, symmetric and traceless. Angular averages give \(\langle(\mathbf n\cdot M\mathbf n)^2\rangle=2\,\mathrm{Tr}M^2/15\) and \(\langle|M\mathbf n|^2\rangle=\mathrm{Tr}M^2/3\). Their ratio is 2/5, so the result is \(-1/2+3/5=1/10\).

A finite 1s cloud changes the strength of this rank-two operator, but not these ratios, which rotational symmetry fixes within \(L=1\). Hence
\[
E_J=A\langle\mathbf L\cdot\mathbf S\rangle+Bt_J,\qquad
t_J=1,\,-\tfrac12,\,\tfrac1{10},
\]
\[
E_0-E_1=-A+\tfrac32B,\qquad
E_1-E_2=-2A-\tfrac35B .
\]
A negative \(A\) contributes positively to both gaps and inverts the multiplet when \(B=0\); with \(B>0\), complete inversion requires \(-A>\tfrac3{10}B\). A positive \(B\) raises the first gap and lowers the second.

## Spin-orbit and spin-other-orbit strength

The spatial state is \([a(1)b(2)-b(1)a(2)]/\sqrt2\), with \(a=R_a/\sqrt{4\pi}\), \(b=R_bY_{1m}\) and
\[
R_a=2Z_s^{3/2}e^{-Z_sr},\qquad
R_b=\frac{Z_p^{5/2}}{2\sqrt6}\,re^{-Z_pr/2}.
\]
The 2p average is \(\langle r^{-3}\rangle=(Z_p^5/24)\int_0^\infty re^{-Z_pr}dr=Z_p^3/24\). Define \(u=\alpha^2Z_p^3/24\). The 1s electron has no orbital angular momentum, so the nuclear term gives
\[
A_{\rm nuc}=\frac{Z\alpha^2}{2}\,\frac12\,\frac{Z_p^3}{24}=\frac{Zu}{4}.
\]

In the second interaction \(\mathbf s_i+2\mathbf s_j\) becomes \(3\mathbf S/2\). One third of this comes from screening and two thirds from spin-other-orbit coupling. Let \(G=1/r_{12}\) and
\[
\mathbf V=\sum_{i\ne j}\frac{\mathbf r_{ij}\times\mathbf p_i}{r_{ij}^3}
=-\sum_i\nabla_iG\times\mathbf p_i .
\]
Then \(A_{\rm ee}=-(3\alpha^2/4)\langle V_z\rangle\), evaluated for \(m=1\). Antisymmetry makes the average \(D-K\), with \(D=\langle ab|V_z|ab\rangle\) and \(K=\langle ab|V_z|ba\rangle\).

**Direct part.** The 1s electron's own motion contributes \((i/2)\int\nabla G\times\nabla a^2\,d^3r=(i/2)\int\nabla\times(G\nabla a^2)\,d^3r=0\). The 2p electron sees the field of the enclosed 1s charge
\[
Q(r)=\int_0^rR_a^2x^2dx
=1-e^{-2Z_sr}(1+2Z_sr+2Z_s^2r^2),
\]
so \(D=\langle Q/r^3\rangle\). With \(\gamma=2Z_s+Z_p\), integrating term by term gives
\[
D=\frac{Z_p^3}{24}q,\qquad
q=1-Z_p^2\left(\frac1{\gamma^2}+\frac{4Z_s}{\gamma^3}+\frac{12Z_s^2}{\gamma^4}\right).
\]

**Exchange part.** Since \(\mathbf p=-i\nabla\), the \(i=1\) term contains \(i\int a\,\nabla G\times\nabla b\,d^3r_1\). Using \(\nabla G\times\nabla b=\nabla\times(G\nabla b)\) and integrating by parts turns this into \(-i\int G\,\nabla a\times\nabla b\,d^3r_1\). Because \(\nabla a=a'\mathbf r/r\) and \((\mathbf r\times\nabla b)_z=il_zb=ib\), the \(z\) component is \(\int G\,a'b/r_1\,d^3r_1\).

For \(i=2\), the same steps give \(i\int G(\nabla a\times\nabla b^*)_z\,d^3r_2\). Here \((\mathbf r\times\nabla b^*)_z=-ib^*\), so the integrand is \(Ga'b^*/r_2\), and the term equals the first after relabelling. Thus
\[
K=2\iint b^*(2)a(2)\,G\,\frac{a'(1)b(1)}{r_1}\,d^3r_1d^3r_2 .
\]
The 1s orbital falls outward, \(a'=-Z_sa\), so \(K<0\) and \(-K\) adds to \(D\).

The product \(ab\) has dipole angular dependence. The matching part of \(G\) gives an angular factor \((4\pi/3)/(4\pi)=1/3\) and a radial factor \(r_</r_>^2\). With \(\beta=\gamma/2\), \(R_aR_b=Nre^{-\beta r}\) and \(N^2=Z_s^3Z_p^5/6\),
\[
K=-\frac{2Z_sN^2}{3}\iint r_1^2r_2^3\,\frac{r_<}{r_>^2}\,e^{-\beta(r_1+r_2)}dr_1dr_2 .
\]
Set \(x_i=\beta r_i\), which extracts \(\beta^{-6}\). The region \(x_1<x_2\) gives \(\int_0^\infty x^3(1+x)e^{-2x}dx=9/8\). The region \(x_2<x_1\) gives \(\int_0^\infty x^4e^{-2x}dx=3/4\). Their sum is 15/8, hence
\[
K=-\frac{Z_p^3}{24}k,\quad k=\frac{5Z_s^4Z_p^2}{\beta^6},
\qquad A_{\rm ee}=-\frac34u(q+k).
\]

## Spin-spin strength

The orbital tensor is \(T_{ij}=(\delta_{ij}-3n_in_j)/r_{12}^3\), the traceless part of \(-\partial_i\partial_jG\). For the direct term, average \(G\) over the 1s charge to obtain a potential \(\phi(r)\) with \(\phi'=-Q/r^2\). With \(\hat{\mathbf r}\) the direction of the 2p electron, the traceless part of \(-\partial_i\partial_j\phi\) is
\[
(\delta_{ij}-3\hat r_i\hat r_j)\,\frac{\phi''-\phi'/r}{3}
=(\delta_{ij}-3\hat r_i\hat r_j)\left(\frac{Q}{r^3}-\frac{R_a^2}{3}\right),
\]
because \(\phi''=2Q/r^3-Q'/r^2\) and \(Q'=r^2R_a^2\). Define the overlap
\[
w=\int_0^\infty R_a^2R_b^2r^2dr=\frac{4Z_s^3Z_p^5}{\gamma^5}
=\frac{Z_p^3}{24}c,\qquad c=\frac{96Z_s^3Z_p^2}{\gamma^5}.
\]
The direct strength is then \((Z_p^3/24)(q-c/3)\).

For exchange, use Cartesian 2p orbitals. The two transition densities are \(\sqrt3\,\hat r_\mu h\) and \(\sqrt3\,\hat r_\nu h\), with \(h=R_aR_b/4\pi\). The Fourier transform of \(\hat r_\mu h\) has the form \(-i\hat\kappa_\mu\tilde h(\kappa)\), and that of \(T_{ij}\) is \(4\pi(\hat\kappa_i\hat\kappa_j-\delta_{ij}/3)\). The exchange matrix element is therefore
\[
12\pi\int\frac{d^3\kappa}{(2\pi)^3}|\tilde h|^2
\hat\kappa_\mu\hat\kappa_\nu\left(\hat\kappa_i\hat\kappa_j-\frac{\delta_{ij}}3\right).
\]
A tensor of strength \(\tau\) has the matrix element \(-9\tau\langle\hat r_\mu\hat r_\nu(\hat r_i\hat r_j-\delta_{ij}/3)\rangle\). Comparison, followed by Parseval's relation, gives
\[
\tau_{\rm ex}=-\frac{4\pi}{3}\int h^2d^3r
=-\frac{4\pi}{3}\,\frac{4\pi w}{(4\pi)^2}=-\frac w3 .
\]
Exchange enters with a minus sign, so it adds \(w/3\) and cancels the direct overlap term. The cancellation is exact because both terms reduce to the same overlap integral \(w\), for any \(Z_s\) and \(Z_p\). Therefore \(B=uq\).

## Why exchange decides the lower order

For \(Z=2\), inserting \(A=A_{\rm nuc}+A_{\rm ee}\) and \(B\) gives
\[
E_0-E_1=u\left(\tfrac94q+\tfrac34k-\tfrac12\right),
\]
\[
E_1-E_2=u\left(\tfrac9{10}q+\tfrac32k-1\right).
\]
If the 1s cloud shrinks to a point, \(q\to1\) and \(k\to0\). The gaps become \(7u/4\) and \(-u/10\): \(J=0\) is still highest, but \(J=1\) falls below \(J=2\). Complete inversion in this model needs the exchange term \(k\), since \(q\le1\) cannot make the second expression positive alone.

## Helium in numbers

For \(Z_s=2\), \(Z_p=1\), the mean orbital radii are 0.397 and 2.646 angstrom. The unit is \(u=6.038\times10^{-5}\) eV, with \(q=0.8192\) and \(k=0.3277\). Then
\[
A=u[0.5-0.75(0.8192+0.3277)]=-2.17\times10^{-5}\ \text{eV},
\]
\[
B=0.8192\,u=4.95\times10^{-5}\ \text{eV}.
\]

The gap contributions, in \(10^{-5}\) eV, are:

| Source | \(E_0-E_1\) | \(E_1-E_2\) |
|---|---:|---:|
| Nuclear spin-orbit | −3.02 | −6.04 |
| Electron-electron orbit terms | 5.19 | 10.39 |
| Spin-spin | 7.42 | −2.97 |
| Total | 9.59 | 1.38 |

The totals correspond to 23.2 and 3.34 GHz. The rows are values for this product function, not converged values for helium: with an 84-term correlated (Hylleraas) wave function the three rows become (−5.02, −10.04), (7.46, 14.91) and (9.79, −3.92). The signs are the same, but the model's rows are 24 to 40% too small in magnitude. Two thirds of the second row is spin-other-orbit coupling. The remaining third is screening, which by itself leaves \(A=u(2-1.147)/4>0\), the normal sign. Spin-other-orbit coupling is therefore what reverses \(A\).

Without spin-spin coupling the order would be inverted, but the gaps would be in the ratio 1:2. With direct terms alone the lower gap is \(-1.29\times10^{-5}\) eV, which confirms the role of exchange. The numerical check also integrates the original two-electron operators and reproduces the radial factors.

## How far to trust the model

The charges can instead be chosen variationally. A hydrogenic orbital of charge \(\zeta\) and principal quantum number \(n\) has kinetic energy \(\zeta^2/2n^2\) and \(\langle1/r\rangle=\zeta/n^2\), so the nonrelativistic energy is
\[
E=\frac{Z_s^2}{2}-ZZ_s+\frac{Z_p^2}{8}-\frac{ZZ_p}{4}
+\left\langle\frac1{r_{12}}\right\rangle .
\]
Its numerical minimum lies at \(Z_s=1.991\), \(Z_p=1.089\). The energy falls by only 0.023 eV, from −57.957 to −57.979 eV, yet \(u\) grows by 29% because it varies as \(Z_p^3\). Fine structure is much more sensitive to the 2p orbital than the total energy is.

The optimized gaps are \(1.21\times10^{-4}\) and \(1.89\times10^{-5}\) eV, or 29.3 and 4.6 GHz. The first is 1% below its target; the second is twice its target. To see why, invert the two gap formulas for the target values. This gives \(A=-2.43\times10^{-5}\) eV and \(B=6.54\times10^{-5}\) eV, against the model's \(-2.81\times10^{-5}\) and \(6.21\times10^{-5}\) eV. The last digit of the inferred \(A\) depends on the rounding of the targets; 29.617 and 2.291 GHz give \(-2.44\times10^{-5}\) eV.

Relative to these inferred values, \(|A|\) is 15% too large and \(B\) is 5% too small. In the upper gap the errors are \(+0.37\) and \(-0.49\), in units of \(10^{-5}\) eV, and largely cancel. In the lower gap they are \(+0.75\) and \(+0.20\), and add. The close upper gap therefore does not show that both couplings are accurate.

The model omits departures of the orbitals from hydrogenic form, electron correlation beyond the antisymmetrized product, mixing of the \(J=1\) level with singlets through \(\mathbf s_1-\mathbf s_2\), nuclear motion and radiative corrections. These are far from equal in size. Freeing the radial shape of the 2p orbital within a single product leaves the lower gap near 4.9 GHz. The same first-order operators, averaged over the 84-term function with explicit \(r_{12}\) dependence, give \(A=-2.44\times10^{-5}\) eV, \(B=6.53\times10^{-5}\) eV and gaps of 29.6 and 2.32 GHz; the lower gap still moves by 0.04 GHz between 56 and 84 terms. Mixing with the lowest singlet P level lowers \(J=1\) by only about 0.005 GHz. Correlation is thus the main missing piece, and the inferred constants, although they absorb the higher-order corrections, lie within about 0.3% of these first-order values.

For practical work:

- Use the product model to explain the order and to check signs. Keep exchange in both electron-electron interactions.
- Compare \(A\) and \(B\) separately with their inferred values, because agreement in one gap can hide compensating errors. The same caution applies inside \(A\): against the correlated values, the optimized \(A_{\rm nuc}\) is 22% too small and \(|A_{\rm ee}|\) is 10% too small.
- For a quantitative lower gap, start from a correlated wave function and test the convergence of \(A\) and \(B\), not of the energy alone. At fixed \(B\), a 10% change in the optimized \(A\) moves this gap by \(0.56\times10^{-5}\) eV, about 30% of its model value.
- Add singlet mixing and the other omitted corrections before judging the result against a precise measurement.

## Values computed for the example and the checks

```
Gap order in every pair: E0-E1, E1-E2
Given target gaps: 29.60, 2.29 GHz
Given target gaps: 1.2242e-04, 9.4707e-06 eV
A, B inferred from targets: -2.4349e-05, 6.5378e-05 eV
L.S for J=0,1,2: -2.0, -1.0, 1.0
t_J for J=0,1,2: 1.0, -0.5, 0.1
Simple model: Zs=2.0000, Zp=1.0000
  Total energy: -57.9565 eV
  Mean radii 1s, 2p: 0.3969, 2.6459 angstrom
  u: 6.0377e-05 eV; q, k, c: 0.81920, 0.32768, 0.24576
  A nuclear: 3.0188e-05 eV
  A electron direct, exchange: -3.7096e-05, -1.4838e-05 eV
  A total, B: -2.1745e-05, 4.9461e-05 eV
  Levels J=0,1,2: 9.2951e-05, -2.9850e-06, -1.6799e-05 eV
  Nuclear gap parts: -3.0188e-05, -6.0377e-05 eV
  Electron-orbit gap parts: 5.1934e-05, 1.0387e-04 eV
  Spin-spin gap parts: 7.4191e-05, -2.9676e-05 eV
  Gaps without electron-orbit: 4.4003e-05, -9.0053e-05 eV
  Gaps without spin-spin: 2.1745e-05, 4.3491e-05 eV
  Gaps, direct terms only: 7.3679e-05, -1.2895e-05 eV
  Total gaps: 9.5936e-05, 1.3814e-05 eV
  Total gaps: 23.197, 3.340 GHz
  Model/target gap ratios: 0.784, 1.459
Optimized model: Zs=1.9912, Zp=1.0891
  Total energy: -57.9791 eV
  Mean radii 1s, 2p: 0.3986, 2.4293 angstrom
  u: 7.8007e-05 eV; q, k, c: 0.79613, 0.35071, 0.26797
  A nuclear: 3.9003e-05 eV
  A electron direct, exchange: -4.6578e-05, -2.0518e-05 eV
  A total, B: -2.8092e-05, 6.2104e-05 eV
  Levels J=0,1,2: 1.1829e-04, -2.9594e-06, -2.1882e-05 eV
  Nuclear gap parts: -3.9003e-05, -7.8007e-05 eV
  Electron-orbit gap parts: 6.7096e-05, 1.3419e-04 eV
  Spin-spin gap parts: 9.3156e-05, -3.7262e-05 eV
  Gaps without electron-orbit: 5.4152e-05, -1.1527e-04 eV
  Gaps without spin-spin: 2.8092e-05, 5.6185e-05 eV
  Gaps, direct terms only: 9.0278e-05, -1.7933e-05 eV
  Total gaps: 1.2125e-04, 1.8923e-05 eV
  Total gaps: 29.318, 4.575 GHz
  Model/target gap ratios: 0.990, 1.998
```
